Reversing the KPZ Nonlinearity: Same Roughness, Mirrored Fluctuations

Q: I study growing and etched fronts with the Kardar-Parisi-Zhang equation,

∂h/∂t = ν∇²h + (λ/2)(∇h)² + η.

Here h is the height after the steady advance is removed, ν > 0 smooths, and η is noise. With λ > 0 every slope is pushed up; with λ < 0 every slope is pushed down. A negative λ should therefore pull the hills down and leave a smoother surface, with smaller roughness exponents. Is that not so?

A: Follow a valley as well as a hill. For λ < 0 the sides of a hill are lowered, so the hill narrows. The sides of a valley are lowered too, so the valley widens. For λ > 0 hills widen and valleys narrow. The term treats hills and valleys differently, but changing its sign merely exchanges their roles.

To make this precise, let η be Gaussian white noise with

⟨η(x,t)η(x',t')⟩ = 2D δ(x−x')δ(t−t'),

and start from h = 0. Define g = −h and multiply the equation by −1. The linear term becomes ν∇²g. The squared gradient is unchanged, (∇h)² = (∇g)², so its prefactor keeps the minus sign:

∂g/∂t = ν∇²g − (λ/2)(∇g)² − η.

Since −η has the same law as η, g is a solution of the equation with −λ. The cumulants κₙ of the height at one point therefore obey

κₙ(−λ) = (−1)ⁿ κₙ(λ).

The variance κ₂ is the same for both signs at every time and system size. So is the width √κ₂. In a finite system the mean height also wanders, so the saturated roughness is measured about the spatial mean of each sample; that width is unchanged too when h becomes −h. The exponents therefore agree: α for growth of the saturated width with size, β for growth with time before saturation, and z = α/β. The argument holds in any dimension, provided the short-distance cut-off treats h and −h alike. What reverses is the odd part: the mean excess speed and the skewness κ₃/κ₂^{3/2}.

Q: An odd cumulant could also vanish. How do you know there is any asymmetry to reverse?

A: Calculate it to first order in λ, for one lateral dimension. Write h = h₀ + h₁, where h₀ solves the linear equation and

∂h₁/∂t = ν∂²h₁/∂x² + (λ/2)(∂h₀/∂x)².

With the heat kernel G(τ,y) = exp(−y²/4ντ)/√(4πντ), the solution at the origin is

h₁(0,t) = (λ/2)∫₀ᵗds∫dy G(t−s,y)[∂_y h₀(y,s)]².

Because h₀ is Gaussian with zero mean, κ₃ starts with 3⟨h₀²(h₁−⟨h₁⟩)⟩. For Gaussian variables A and B, ⟨A²B²⟩ − ⟨A²⟩⟨B²⟩ = 2⟨AB⟩². The 2 cancels the 1/2 in front of λ:

κ₃ = 3λ∫₀ᵗds∫dy G(t−s,y)[∂_yC]², C = ⟨h₀(0,t)h₀(y,s)⟩.

Everything multiplying λ is positive, so at this order the skewness has the sign of λ. In words, places far from the mean, above or below, tend to have had steep surroundings, and for λ > 0 steep surroundings have been lifted.

Q: Can the integral be done?

A: Yes. Two heat kernels joined over all positions give one kernel with the times added, so

C = 2D∫₀ˢds' G(t+s−2s',y) = D∫_{t−s}^{t+s}dτ G(τ,y),

using τ = t+s−2s'. Next, ∂_yG = −(y/2ντ)G. Put w = y/√(4ντ), so that G = w e^{−w²}/(y√π) and dτ = −2τ dw/w. Then (y/2ντ)G dτ = −e^{−w²}dw/(ν√π), and

∂_yC = −(D/2ν)[erf(y/√(4ν(t−s))) − erf(y/√(4ν(t+s)))].

Now let y = √(4ν(t−s)) w. The measure G dy becomes e^{−w²}dw/√π, a Gaussian of variance 1/2, whose average I call E. With r² = (t−s)/(t+s),

κ₃ = (3λD²/4ν²)∫₀ᵗds E[(erf w − erf rw)²].

To average a product of error functions, note that erf(aw) is the mean sign of aw+u, where u is an independent Gaussian with the same variance 1/2, and use a separate u for each factor. Two zero-mean Gaussian variables with correlation ρ have a mean sign product (2/π)arcsin ρ. Hence

E[erf(aw)erf(bw)] = (2/π)arcsin{ab/√[(1+a²)(1+b²)]}.

Set q = 1−s/t, so r² = q/(2−q) and 1+r² = 2/(2−q). The three correlations are 1/2 for a=b=1, q/2 for a=b=r, and √q/2 for the cross term. Therefore

E[(erf w − erf rw)²] = 1/3 + (2/π)arcsin(q/2) − (4/π)arcsin(√q/2).

The substitutions q = 2x and q = 4x² give

∫₀¹arcsin(q/2)dq = 2[x arcsin x + √(1−x²)]₀^{1/2} = π/6 + √3 − 2,

∫₀¹arcsin(√q/2)dq = [(4x²−2)arcsin x + 2x√(1−x²)]₀^{1/2} = √3/2 − π/6.

In the sum the √3 terms cancel. What remains is 1/3 + 1/3 + 2/3 − 4/π = 4/3 − 4/π. Since ds = t dq in magnitude, multiplying by 3t/4 gives

κ₃ = (1−3/π)λD²t/ν².

The linear variance is C at y = 0 and s = t:

κ₂ = D∫₀^{2t}dτ/√(4πντ) = D√(2t/πν).

The early skewness is the ratio κ₃/κ₂^{3/2}:

S = (1−3/π)(π/2)^{3/4} λD^{1/2}t^{1/4}/ν^{5/4} ≈ 0.0632 λD^{1/2}t^{1/4}/ν^{5/4}.

As a separate test, the equal-time equation for the third cumulant was integrated in Fourier space. It gave 0.04507 for κ₃ν²/(λD²t), the same as 1−3/π to the digits shown.

Q: That is early growth. Perhaps the sign matters once the surface has reached its final roughness?

A: The reflection still applies then, but in one lateral dimension we can also find the final state. Take a ring of cells of size b with slopes σᵢ = (hᵢ₊₁−hᵢ)/b, and represent the squared slope at site i by

Qᵢ = (σᵢ² + σᵢσᵢ₋₁ + σᵢ₋₁²)/3.

Consider the weight P = e^{−E}, with E now denoting (νb/2D)Σσᵢ². Its derivative is ∂E/∂hᵢ = −(ν/D)(σᵢ−σᵢ₋₁). The linear drift (ν/b)(σᵢ−σᵢ₋₁) equals −(D/b)∂E/∂hᵢ, which balances noise of diffusion constant D/b. So P is stationary for λ = 0. The nonlinear drift adds to ∂P/∂t the term

−(λ/2)P Σ[∂Qᵢ/∂hᵢ − Qᵢ∂E/∂hᵢ].

Both sums vanish around the ring:

Σ∂Qᵢ/∂hᵢ = Σ(σᵢ₋₁−σᵢ)/(3b) = 0,

ΣQᵢ(σᵢ−σᵢ₋₁) = (1/3)Σ(σᵢ³−σᵢ₋₁³) = 0.

Thus P is stationary for either sign and any size of λ. On a long ring of length L, each mode k = 2πn/L contributes D/(νLk²) to the variance about the ring's mean height. Since Σ1/n² over positive n is π²/6,

W² = 2(D/νL)(L²/4π²)(π²/6) = DL/(12ν).

So W ∝ L^{1/2} and α = 1/2. This profile is Gaussian, hence its one-time skewness about the ring's mean is zero. In one lateral dimension, look for the asymmetry during growth, not in the saturated profile.

Q: And the dynamic exponent? Reversing λ reverses the direction in which disturbances drift on a slope.

A: It reverses the direction, not the distance. Given a solution h, define

h̃(x,t) = h(X,t) + ux + λu²t/2, X = x + λut.

Its time derivative is ∂h/∂t + λu ∂h/∂X + λu²/2. Its nonlinear term is

(λ/2)(∂h/∂X+u)² = (λ/2)(∂h/∂X)² + λu ∂h/∂X + λu²/2.

The extra terms match, and the shifted noise is still the same white noise. So h̃ is a solution, and a tilt u causes drift at speed λu in magnitude. Now assume scaling: slopes on length ℓ vary as ℓ^{α−1} and last a time ℓ^z. The drift distance |λ|ℓ^{α−1+z} must grow like ℓ itself, or one length would be singled out. Hence α+z = 2 for either sign of a nonzero λ, provided the nonlinearity still matters at large scales, as it does in one lateral dimension. With α = 1/2 this gives z = 3/2 and β = α/z = 1/3. This last step rests on the scaling hypothesis, whereas the equality between ±λ does not.

Q: Give me a case with numbers, preferably one where growth and etching can be compared.

A: Consider the edge of a monolayer MoS2 flake as a one-dimensional front. If it moves along its local normal at speed v, its vertical speed is

v√(1+(∂h/∂x)²) ≈ v + (v/2)(∂h/∂x)².

Growth therefore has λ = +v, and etching at the same speed has λ = −v. I take v = 10 nm/s, ν = 4 nm²/s and D = 0.5 nm³/s, with the last two held equal for growth and etching. The simulated edge is 1024 nm long in cells of 2 nm, with 384 samples. Runs with +λ, −λ and zero λ use the same noise record. They are not mirror images, because that would require −η in one of them.

At 40 s the widths are 1.255 nm for +λ and 1.247 nm for −λ. The variances differ by 0.019 ± 0.020 nm², where the error is one standard error. With λ = 0 the width is 1.130 nm. So the nonlinearity does roughen this edge, by about 11% relative to the linear case, and it does so for both signs. The last digits belong to the 2 nm cell: halving the cell and the time step raises the width at 40 s by about 0.03 nm, the roughening by one to two percentage points, and the effective β quoted below by 0.01 to 0.02.

The skewness at 40 s is 0.200 ± 0.016 for +λ and −0.189 ± 0.017 for −λ. The early formula gives

S = 0.0632 × 10 × √0.5 × 40^{1/4}/4^{5/4} ≈ 0.199.

Do not read this agreement as proof that the formula holds at late times. The expansion parameter λD^{1/2}t^{1/4}/ν^{5/4} is about 3.1 here, which is not small.

Q: Are the magnitudes equal at every recorded time?

A: Within the scatter. At 10 s they are 0.136 and 0.138. At 20 s they are 0.187 and 0.149, each with a standard error of 0.013. That gap of 0.038 is about twice the error obtained by combining the two as if independent, and the difference is nearly gone at 40 s. I read it as sampling scatter.

The effective β between 10 and 40 s is 0.294 for +λ, 0.290 for −λ and 0.252 for zero λ. The first two lie between the linear value 1/4 and the asymptotic 1/3, so this run has not reached the asymptotic regime. The edge is also far from saturation: its stationary width √(DL/12ν) is 3.27 nm, against about 1.25 nm at 40 s.

Q: So a grown and an etched MoS2 edge should have equal roughness?

A: Only if the rest of the physics is matched, and that is a strong condition. The speed of 10 nm/s is a rough choice for vapour growth, and ν and D are model parameters, not measured ones. Several omissions can be sized:

- With 2 nm cells the stationary rms slope √(D/νb) is 0.25, and higher powers of slope lower the speed gain by about 4%, and the curvature of the speed against tilt, which is the effective λ, by about 8%. This depends on the cell size: if the same ν and D held down to the lattice constant, about 0.32 nm, the slope would be 0.63 and the two losses about 17% and 28%.
- Adding material in whole formula units skews the noise. With 2 nm cells this gives an estimated κ₃ of 0.007 nm³ at 40 s, against 0.38 nm³ from the nonlinearity. With the same ν and cells of one lattice constant the estimate rises to about 0.01 nm³, which is still small. If etching removes the same units at the same rate, this skewness reverses together with λ and does not by itself make the widths differ.
- If the normal speed V depends on edge angle, expanding V√(1+(∂h/∂x)²) gives λ = V+V″. A threefold variation with an amplitude of 5% about the mean speed makes λ 14 nm/s on the slow edge and 6 nm/s on the fast one. Above an amplitude of 1/8, this λ on the fast edge is negative even during growth. These values are for a nearly smooth edge; averaged over Gaussian slopes of rms 0.25 they become about 12 and 6 nm/s, and the sign change moves to an amplitude near 0.16. Beyond that point the sign of λ no longer tells growth from etching. Flakes with straight facets have strong anisotropy, and there the smooth expansion itself can fail.
- A ν larger by 20% in etching would lower the stationary width by about 9%.

The supply of material is more delicate. Suppose diffusion alone limits growth, with concentration zero at the edge. For an edge z = δ cos kx, the concentration ahead is proportional to z − δe^{−kz}cos kx to first order in δ. Its gradient at the edge is 1 + kδ cos kx, so bumps grow at rate vk. If the same kind of field limits retreat, bumps decay at rate vk. This linear term changes sign between growth and etching, whereas reflection requires linear terms to stay fixed. At 40 s the lateral scale (v t√(D/ν))^{2/3} is 27 nm. Taking that as the wavelength gives vkt ≈ 93, so the diffusion-limited share must be well below 1/93, about 1%, for the reflected comparison to hold. In the linear equation a share of 1/93 already makes the grown edge about 15% wider than the etched one at 40 s, and a share of 0.1% about 1% wider.

Q: Are there failures within the KPZ equation itself?

A: There are three conditions to watch. First, the noise. If it has a fixed nonzero third cumulant c₃, then −η does not have the law of η. On a four-site ring with ν = D = b = 1, the squared slope Qᵢ above and c₃ counted per site and unit time, the exact short-time series for κ₂ contains λc₃t²/6. The coefficient depends on how the squared slope is discretised; a central difference gives λc₃t³/4 as the first such term. The width then depends on the sign of λ unless c₃ is reversed too.

Second, the start. A front that begins as a ridge must be compared with one that begins as a groove.

Third, all the even nonlinear terms must reverse together. A surface with two lateral directions may have

(λₓ/2)(∂h/∂x)² + (λ_y/2)(∂h/∂y)².

Reversing both coefficients is a reflection; reversing one is not. Consider the Gaussian weight exp[−(ν/2D)∫(∇h)²], with a cut-off in wave number. For it to stay stationary, the integral of ∇²h times λₓhₓ² + λ_yh_y² must vanish, where subscripts on h denote derivatives. The terms hₓₓhₓ² and h_yyh_y² are total derivatives. Integrating each cross term by parts gives −2∫hₓh_yhₓ_y, so the whole is

−2(λₓ+λ_y)∫hₓh_yhₓ_y.

The other condition, zero divergence of the nonlinear drift, holds because mode k of the quadratic term could contain h_k only multiplied by the gradient of the uniform mode, which is zero. So for λ_y = −λₓ the linear weight survives. Its variance grows by (D/2πν)ln 2 ≈ 0.110 D/ν at each doubling of L: the roughness is logarithmic and α = 0. For λ_y = λₓ the integral does not vanish in general, and this argument gives no exponent. Reflection connects (λₓ,λ_y) with (−λₓ,−λ_y), and says nothing about changing one sign alone.

Q: Then if I measure only a width, I cannot tell the sign of λ?

A: Not under these conditions. Measure an odd quantity: the skewness during growth, or how the mean speed changes with an imposed tilt. In the KPZ equation a uniform tilt u adds λu²/2 to the speed, by the tilt identity above, and that change carries the sign of λ. On a real edge whose speed depends on angle, a tilt can also add a term linear in u. Average the changes for small tilts u and −u to remove it. What remains gives the sign of λ reliably only if higher powers of the slope matter little; on a rough edge with strong anisotropy they can outweigh a small λ.

Calculated quantities

```
Four-site series, nu=D=b=1 (dimensionless):
  kappa3 coefficient of lam*t^3 = 4/3
  skewed noise: kappa2 gains lam*skew*t^2 * 1/6
Early kappa3*nu^2/(lam*D^2*t): Fourier 0.04507, closed form 0.04507
Early skewness prefactor = 0.0632 (dimensionless)
2D weight test: opposite signs 1.3e-17, equal signs 0.0192 (relative)
2D linear variance gain per doubling of L = 0.1103 D/nu
Edge: v=10 nm/s, nu=4 nm^2/s, D=0.5 nm^3/s
  cell=2 nm, length=1024 nm, samples=384, dt=0.05 s
t=10 s: width +lam 0.834, -lam 0.835, zero 0.796 nm
  linear-theory width 0.794 nm; variance gap -0.000 +/- 0.005 nm^2
  skewness +lam 0.136+/-0.010, -lam -0.138+/-0.010, zero -0.009+/-0.009
  first-order skewness for +lam 0.141
t=20 s: width +lam 1.015, -lam 1.022, zero 0.947 nm
  linear-theory width 0.944 nm; variance gap -0.014 +/- 0.011 nm^2
  skewness +lam 0.187+/-0.013, -lam -0.149+/-0.013, zero 0.011+/-0.011
  first-order skewness for +lam 0.167
t=40 s: width +lam 1.255, -lam 1.247, zero 1.130 nm
  linear-theory width 1.123 nm; variance gap 0.019 +/- 0.020 nm^2
  skewness +lam 0.200+/-0.016, -lam -0.189+/-0.017, zero 0.004+/-0.012
  first-order skewness for +lam 0.199
Half skewness difference at 40 s = 0.195 +/- 0.012
Effective beta, 10 to 40 s: +lam 0.294, -lam 0.290, zero 0.252
Mean excess speed: +lam 0.1993, -lam -0.2000 nm/s
Stationary width within the ring, either sign = 3.266 nm
Rough saturation time = 9268 s
Neglected effects:
  rms cell slope 0.250; higher slope powers lower the gain by 4.1 %
  lattice constant 0.316 nm (rough), unit area 0.0865 nm^2, pure shot-noise D 0.432 nm^3/s
  kappa3 at 40 s: shot noise 0.0073, nonlinearity 0.384 nm^3
  5 % threefold speed anisotropy: lam 14.00 (slow edge), 6.00 (fast edge) nm/s
  lateral scale at 40 s 27.1 nm; diffusion-limited share must be well below 1.08 %
  nu larger by 20 % in etching: stationary width lower by 8.7 %
```
